# Spherical Bessel transforms: the Fourier phase and the inverse factor: a numerical check

```python
# Result under test (atomic units in the hydrogen example):
#   integral d^3r exp(-i k.r) f(r) Y_lm(rhat) = 4 pi (-i)^l Y_lm(khat) F_l(k),
#   F_l(k) = integral_0^inf r^2 j_l(k r) f(r) dr,
#   integral_0^inf k^2 j_l(k r) j_l(k s) dk = pi/(2 r^2) delta(r - s),
#   hence f(r) = (2/pi) integral_0^inf k^2 j_l(k r) F_l(k) dk.
# j_l: spherical Bessel function; Y_lm: complex orthonormal spherical harmonic;
# P_l: Legendre polynomial; K: upper cutoff of a k integral.
import math
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import spherical_jn, lpmv, eval_legendre


def gauss(a, b, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * w


def ylm(l, m, cos_theta, phi):
    p = abs(m)
    norm = math.sqrt((2 * l + 1) / (4 * math.pi)
                     * math.factorial(l - p) / math.factorial(l + p))
    y = norm * lpmv(p, l, cos_theta) * np.exp(1j * p * phi)
    return y if m >= 0 else (-1) ** p * np.conj(y)


def integrate(func, a, b):
    return quad(func, a, b, epsabs=1e-12, epsrel=1e-11, limit=1000)[0]


LM = [(l, m) for l in range(4) for m in range(-l, l + 1)]
k_len, k_theta, k_phi = 0.8, 1.1, 0.6
k_hat = np.array([math.sin(k_theta) * math.cos(k_phi),
                  math.sin(k_theta) * math.sin(k_phi), math.cos(k_theta)])

# --- average of Y_lm over a circle about the direction of k ---
e1 = np.cross(k_hat, [0.0, 0.0, 1.0])
e1 /= np.linalg.norm(e1)
e2 = np.cross(k_hat, e1)
u_circle = 0.37
alpha = 2 * np.pi * np.arange(32) / 32
circle = (u_circle * k_hat[:, None] + math.sqrt(1 - u_circle**2)
          * (e1[:, None] * np.cos(alpha) + e2[:, None] * np.sin(alpha)))
err_average = 0.0
for l, m in LM:
    mean = np.mean(ylm(l, m, circle[2], np.arctan2(circle[1], circle[0])))
    expected = eval_legendre(l, u_circle) * ylm(l, m, k_hat[2], k_phi)
    err_average = max(err_average, abs(mean - expected))
assert err_average < 1e-12

# --- Legendre integral, moment of P_l, and large-argument form of j_l ---
u, wu = gauss(-1, 1, 80)
err_legendre = 0.0
for l in range(7):
    double_fact = math.prod(range(1, 2 * l + 2, 2))
    moment = np.sum(wu * u**l * eval_legendre(l, u))
    assert abs(moment - 2 * math.factorial(l) / double_fact) < 1e-12
    small = 1e-2
    assert abs(spherical_jn(l, small) * double_fact / small**l - 1) < 1e-4
    for x in (0.3, 2.7, 15.0):
        left = 0.5 * np.sum(wu * np.exp(-1j * x * u) * eval_legendre(l, u))
        err_legendre = max(err_legendre,
                           abs(left - (-1j) ** l * spherical_jn(l, x)))
    for x in (200.0, 777.0, 2000.0):
        gap = abs(x * spherical_jn(l, x) - math.sin(x - l * math.pi / 2))
        assert gap < (0.5 * l * (l + 1) + 0.5) / x
assert err_legendre < 1e-11

# --- three-dimensional Fourier integral by direct quadrature ---
r, wr = gauss(0, 80, 200)
ct, wt = gauss(-1, 1, 80)
n_phi = 128
phi = 2 * np.pi * np.arange(n_phi) / n_phi
CT, PH = [a.ravel() for a in np.meshgrid(ct, phi, indexing="ij")]
w_ang = np.repeat(wt, n_phi) * 2 * np.pi / n_phi
ST = np.sqrt(1 - CT**2)
cos_kr = k_hat[0] * ST * np.cos(PH) + k_hat[1] * ST * np.sin(PH) + k_hat[2] * CT
phase = np.exp(-1j * k_len * np.outer(r, cos_kr))
harmonics = np.array([w_ang * ylm(l, m, CT, PH) for l, m in LM]).T
angular = phase @ harmonics


def f_general(x):
    return (1 + x**2) * np.exp(-x)


err_3d = 0.0
for col, (l, m) in enumerate(LM):
    direct = np.sum(wr * r**2 * f_general(r) * angular[:, col])
    radial = integrate(lambda x: x**2 * spherical_jn(l, k_len * x)
                       * f_general(x), 0, 80)
    formula = 4 * np.pi * (-1j) ** l * ylm(l, m, k_hat[2], k_phi) * radial
    err_3d = max(err_3d, abs(direct - formula))
assert err_3d < 1e-8


# --- kernel with finite cutoff ---
def kernel(l, K, a, b):
    ja, jb = spherical_jn(l, K * a), spherical_jn(l, K * b)
    da = spherical_jn(l, K * a, derivative=True)
    db = spherical_jn(l, K * b, derivative=True)
    return K**2 * (b * ja * db - a * da * jb) / (a**2 - b**2)


def leading_kernel(l, K, a, b):
    return (np.sin(K * (a - b)) / (a - b)
            - (-1) ** l * np.sin(K * (a + b)) / (a + b)) / (2 * a * b)


err_kernel = 0.0
for l in range(4):
    explicit = integrate(lambda k: k**2 * spherical_jn(l, 1.3 * k)
                         * spherical_jn(l, 2.1 * k), 0, 25)
    err_kernel = max(err_kernel, abs(explicit - kernel(l, 25.0, 1.3, 2.1)))
assert err_kernel < 1e-9

# remainder beyond the leading kernel, sampled closely around the diagonal
cutoffs_R = (20.0, 80.0, 320.0)
offsets = np.concatenate([-np.linspace(0.05, 20, 800), np.linspace(0.05, 20, 800)])
remainder = []
for K in cutoffs_R:
    s = 2.0 + offsets / K
    remainder.append(np.max(np.abs(kernel(2, K, 2.0, s)
                                   - leading_kernel(2, K, 2.0, s))))
assert remainder[1] < 0.5 * remainder[0] and remainder[2] < 0.5 * remainder[1]

# --- inversion for a bump supported on 1 < r < 3 ---
rb, wb = gauss(1, 3, 300)


def bump(x):
    return (x - 1) ** 2 * (3 - x) ** 2


r_test = 1.7
cutoffs = (5, 10, 40, 160)
xp, wp = gauss(0, 1, 16)
k_grid = (np.arange(cutoffs[-1])[:, None] + xp).ravel()
wk = np.tile(wp, cutoffs[-1])
norm_r = np.sum(wb * rb**2 * bump(rb) ** 2)
ratios, norm_ratios = [], []
for l in range(4):
    Fb = spherical_jn(l, np.outer(k_grid, rb)) @ (wb * rb**2 * bump(rb))
    integrand = wk * k_grid**2 * spherical_jn(l, k_grid * r_test) * Fb
    ratios.append([np.sum(integrand[k_grid < K]) / bump(r_test) for K in cutoffs])
    norm_ratios.append(np.sum(wk * k_grid**2 * Fb**2) / norm_r)
    assert abs(ratios[-1][-1] - np.pi / 2) < 1e-4   # finite cutoff tail
    assert abs(norm_ratios[-1] - np.pi / 2) < 1e-7


# --- hydrogen 2p orbital ---
def R21(x):
    return x * np.exp(-x / 2) / (2 * math.sqrt(6))


def F21(k):
    return 2 * k / (math.sqrt(6) * (k**2 + 0.25) ** 3)


F_numbers = []
for k in (0.2, 0.8, 2.0):
    num = integrate(lambda x: x**2 * spherical_jn(1, k * x) * R21(x), 0, 80)
    assert abs(num - F21(k)) < 1e-9
    F_numbers.append((k, num, F21(k)))
direct_2p = np.sum(wr * r**2 * R21(r) * angular[:, LM.index((1, 1))])
Y_k = ylm(1, 1, k_hat[2], k_phi)
formula_2p = 4 * np.pi * (-1j) * Y_k * F21(k_len)
assert abs(direct_2p - formula_2p) < 1e-8

r_back = 2.0
raw_back = integrate(lambda k: k**2 * spherical_jn(1, k * r_back) * F21(k), 0, 200)
rebuilt = 2 / np.pi * raw_back
assert abs(rebuilt - R21(r_back)) < 1e-8
norm_k = 2 / np.pi * integrate(lambda k: k**2 * F21(k) ** 2, 0, np.inf)
norm_2p = integrate(lambda x: x**2 * R21(x) ** 2, 0, 80)
assert abs(norm_k - norm_2p) < 1e-9 and abs(norm_2p - 1) < 1e-9
T_k = 2 / np.pi * integrate(lambda k: 0.5 * k**4 * F21(k) ** 2, 0, np.inf)


def kinetic_density(x):
    slope = (2 * x - x**2 / 2) * np.exp(-x / 2) / (2 * math.sqrt(6))
    return 0.5 * (slope**2 + 2 * R21(x) ** 2)


T_r = integrate(kinetic_density, 0, 80)
assert abs(T_k - T_r) < 1e-9
peak = minimize_scalar(lambda k: -k**2 * F21(k) ** 2, bounds=(0.05, 2),
                       method="bounded", options={"xatol": 1e-9}).x
assert abs(peak - 1 / math.sqrt(8)) < 1e-6
hartree_eV = constants.physical_constants["Hartree energy in eV"][0]

print("TESTS, largest absolute deviations")
print(f"circle average of Y_lm, l=0..3: {err_average:.1e}")
print(f"Legendre integral against j_l, l=0..6: {err_legendre:.1e}")
print(f"3D Fourier integral, f=(1+r^2)exp(-r), l=0..3, all m: {err_3d:.1e}")
print(f"cutoff kernel, K=25, r=1.3, r'=2.1, l=0..3: {err_kernel:.1e}")
print("REMAINDER of kernel near r=r'=2, l=2 (dimensionless model)")
for K, value in zip(cutoffs_R, remainder):
    print(f"K={K:.0f}: largest |R_K| = {value:.3e}")
print(f"BUMP (r-1)^2(3-r)^2 on 1<r<3, at r={r_test}: f = {bump(r_test):.6f}")
print(f"pi/2 = {np.pi / 2:.6f}; double transform / f for cutoffs K = {cutoffs}")
for l in range(4):
    print(f"l={l}: " + "  ".join(f"{v:.6f}" for v in ratios[l]))
print("norm ratio int k^2 F^2 / int r^2 f^2, l=0..3: "
      + "  ".join(f"{v:.6f}" for v in norm_ratios))
print("HYDROGEN 2p, atomic units")
for k, num, closed in F_numbers:
    print(f"k={k:.1f} 1/bohr: F_1 quadrature {num:.6f}, closed {closed:.6f} bohr^(3/2)")
print(f"k vector: length {k_len} 1/bohr, theta {k_theta} rad, phi {k_phi} rad")
print(f"Y_11 at k direction: {Y_k.real:.6f} {Y_k.imag:+.6f} i")
print(f"3D integral, m=1: {direct_2p.real:.6f} {direct_2p.imag:+.6f} i bohr^(3/2)")
print(f"formula, m=1:     {formula_2p.real:.6f} {formula_2p.imag:+.6f} i bohr^(3/2)")
print(f"int k^2 j_1(kr) F_1 dk at r={r_back} bohr: {raw_back:.6f} bohr^(-3/2)")
print(f"times 2/pi: {rebuilt:.6f} bohr^(-3/2)")
print(f"R_21 at r={r_back} bohr: {R21(r_back):.6f} bohr^(-3/2)")
print(f"norm from momentum space: {norm_k:.6f}")
print(f"norm from position space: {norm_2p:.6f}")
print(f"kinetic energy from momentum space: {T_k:.6f} hartree")
print(f"kinetic energy from position space: {T_r:.6f} hartree")
print(f"kinetic energy converted: {T_k * hartree_eV:.4f} eV")
print(f"most probable momentum: {peak:.5f} 1/bohr (hbar = 1)")
print("PASS")
```

Output:

```
TESTS, largest absolute deviations
circle average of Y_lm, l=0..3: 8.3e-17
Legendre integral against j_l, l=0..6: 2.3e-16
3D Fourier integral, f=(1+r^2)exp(-r), l=0..3, all m: 1.2e-13
cutoff kernel, K=25, r=1.3, r'=2.1, l=0..3: 3.3e-16
REMAINDER of kernel near r=r'=2, l=2 (dimensionless model)
K=20: largest |R_K| = 2.146e-02
K=80: largest |R_K| = 2.934e-03
K=320: largest |R_K| = 3.936e-04
BUMP (r-1)^2(3-r)^2 on 1<r<3, at r=1.7: f = 0.828100
pi/2 = 1.570796; double transform / f for cutoffs K = (5, 10, 40, 160)
l=0: 1.583931  1.581487  1.570697  1.570798
l=1: 1.587169  1.578722  1.570738  1.570798
l=2: 1.570809  1.581604  1.570697  1.570798
l=3: 1.605165  1.581214  1.570746  1.570798
norm ratio int k^2 F^2 / int r^2 f^2, l=0..3: 1.570796  1.570796  1.570796  1.570796
HYDROGEN 2p, atomic units
k=0.2 1/bohr: F_1 quadrature 6.695613, closed 6.695613 bohr^(3/2)
k=0.8 1/bohr: F_1 quadrature 0.926562, closed 0.926562 bohr^(3/2)
k=2.0 1/bohr: F_1 quadrature 0.021272, closed 0.021272 bohr^(3/2)
k vector: length 0.8 1/bohr, theta 1.1 rad, phi 0.6 rad
Y_11 at k direction: -0.254127 -0.173857 i
3D integral, m=1: -2.024311 +2.958927 i bohr^(3/2)
formula, m=1:     -2.024311 +2.958927 i bohr^(3/2)
int k^2 j_1(kr) F_1 dk at r=2.0 bohr: 0.235912 bohr^(-3/2)
times 2/pi: 0.150186 bohr^(-3/2)
R_21 at r=2.0 bohr: 0.150186 bohr^(-3/2)
norm from momentum space: 1.000000
norm from position space: 1.000000
kinetic energy from momentum space: 0.125000 hartree
kinetic energy from position space: 0.125000 hartree
kinetic energy converted: 3.4014 eV
most probable momentum: 0.35355 1/bohr (hbar = 1)
PASS
```
